# Tetrahedron weights for 1/(z-ε) and their limit on the real axis, part 2

In Hartree units, a tetrahedron $T$ of volume $V$ has barycentric coordinates $\lambda_i$, real corner energies $\varepsilon_i$ and linear $\varepsilon$ and $F$ (corner values $F_i$). For $z=E+i\eta$, $\eta>0$,

$$I(z)=\frac1V\int_T\frac{F\,d^3k}{z-\varepsilon}=\sum_iF_i\,r_i(z),\qquad r_i(z)=6\int\frac{\lambda_i\,d^3\lambda}{z-\sum_j\lambda_j\varepsilon_j}.\tag{1}$$

Also $r_i(z^*)=r_i(z)^*$. Let $u_j=z-\varepsilon_j$, $P_j=\prod_{m\ne j}(\varepsilon_j-\varepsilon_m)$, $a_{ij}=1/[P_j(\varepsilon_j-\varepsilon_i)]$, $A_i=-\mathrm{Im}\,r_i/\pi$. The delta weight $w_i(E)=\frac1V\int_T\lambda_i\,\delta(E-\varepsilon)\,d^3k$ is bounded and piecewise cubic unless $T$ is flat (all energies equal, $r_i=1/(4u)$).

The puzzle: for energies $-0.30,-0.10,0.05,0.30$ Ha at $E=0$, $w_3=1.281179$ Ha$^{-1}$, and $(w_3-A_3)/\eta=12.42,13.32,13.42$ Ha$^{-2}$ at $\eta=10^{-2},10^{-3},10^{-4}$ Ha. Why is the approach linear, $A_i=w_i+c_i\eta+O(\eta^2)$, when the Lorentzian is even?

For distinct energies (Log principal; "across" means across the surface $\varepsilon=E$ from corner $i$):

$$r_i(z)=-\frac{u_i^2}{P_i}+\sum_{j\ne i}a_{ij}\,u_j^3\,\big[\mathrm{Log}\,u_j-\mathrm{Log}\,u_i\big].\tag{3}$$

$$w_i(E)=\sum_{j\ \text{across}}a_{ij}\,|E-\varepsilon_j|^3.\tag{4}$$

$$\sum_{j\ne i}a_{ij}u_j^3=\frac{3u_i^2}{P_i}+\frac{u_i^3}{P_i}\sum_{m\ne i}\frac1{\varepsilon_i-\varepsilon_m}.\tag{12}$$

The first derivation used divided differences $f[\dots]$, with $H(\varepsilon)=u^3\,\mathrm{Log}\,u$, $u=z-\varepsilon$:

$$\int\lambda_i\,f''''\Big(\sum_j\lambda_j\varepsilon_j\Big)d^3\lambda=\partial_{\varepsilon_i}f[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4]=f[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4,\varepsilon_i].\tag{8}$$

$$r_i(z)=H[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4,\varepsilon_i].\tag{10}$$

An energy occurring $\mu$ times among these five nodes is a knot of multiplicity $\mu$. Off the corner energies, with boundary values at $E+i0$,

$$A_i=w_i-\frac\eta\pi\,\mathrm{Re}\,r_i'-\frac{\eta^2}2\,w_i''+O(\eta^3).\tag{14}$$

$$c_i(E)=-\frac1\pi\big(3u^2\ln|u|\big)[\varepsilon_1,\dots,\varepsilon_4,\varepsilon_i],\qquad u=E-\varepsilon.\tag{15}$$

For distant $z$, with $x=\varepsilon-\bar\varepsilon$, $\bar\varepsilon$ the mean energy and $h_n$ the sum of all degree-$n$ monomials in its arguments,

$$r_i=\sum_{n\ge0}\frac{6\,n!}{(n+4)!}\,\frac{h_n(x_1,\dots,x_4,x_i)}{(z-\bar\varepsilon)^{n+1}}.\tag{16}$$

The second derivation slices $T$ by surfaces of constant energy:

$$r_i(z)=\int\frac{w_i(E')}{z-E'}\,dE'.\tag{17}$$

With $\varepsilon_{mj}=\varepsilon_m-\varepsilon_j$, $v=E-\varepsilon_1$, $D=\varepsilon_{21}\varepsilon_{31}\varepsilon_{41}$ and only $\varepsilon_1$ below $E$,

$$w_1=\frac{v^2}D\Big[3-\sum_{m>1}\frac v{\varepsilon_{m1}}\Big],\qquad w_j=\frac{v^3}{D\,\varepsilon_{j1}}\quad(j>1).\tag{18}$$

The mirror forms, with only $\varepsilon_4$ above $E$, have $\varepsilon_4-E$ for $v$ and $\varepsilon_{4m}$ for $\varepsilon_{m1}$.

### The closed form from the spectral integral

In (4), corner $j$ contributes only while $E'$ lies between $\varepsilon_j$ and $\varepsilon_i$. For $\varepsilon_j<\varepsilon_i$ its share of (17) is $a_{ij}\int_{\varepsilon_j}^{\varepsilon_i}(E'-\varepsilon_j)^3/(z-E')\,dE'$. For $\varepsilon_j>\varepsilon_i$ the cube changes sign and the limits are reversed, which gives the same expression. Substitute $y=z-E'$, so that $E'-\varepsilon_j=u_j-y$, $dE'=-dy$, and the path runs along $\mathrm{Im}\,y=\eta$, where Log is an antiderivative of $1/y$:

$$\int_{u_i}^{u_j}\frac{(u_j-y)^3}y\,dy=u_j^3\big[\mathrm{Log}\,u_j-\mathrm{Log}\,u_i\big]-3u_j^2(u_j-u_i)+\tfrac32u_j(u_j^2-u_i^2)-\tfrac13(u_j^3-u_i^3).$$

The logarithmic terms are those of (3). The polynomial terms share the factor $u_j-u_i=-(\varepsilon_j-\varepsilon_i)$, so multiplication by $a_{ij}$ gives $q(u_j)/P_j$ with

$$q(u_j)=3u_j^2-\tfrac32u_j(u_j+u_i)+\tfrac13(u_j^2+u_ju_i+u_i^2)=\tfrac{11}6u_j^2-\tfrac76u_iu_j+\tfrac13u_i^2.$$

At fixed $u_i$, $q(z-x)$ is quadratic in $x$, so $q(z-x)/\prod_m(x-\varepsilon_m)$ falls as $x^{-2}$ and the sum of $q(u_j)/P_j$ over all four corners vanishes. Hence $\sum_{j\ne i}q(u_j)/P_j=-q(u_i)/P_i$, and $q(u_i)=(\tfrac{11}6-\tfrac76+\tfrac26)u_i^2=u_i^2$. This is (3).

### The limit as a Lorentzian average

By (17), $A_i=-\mathrm{Im}\,r_i/\pi$ is the average of $w_i$ with the kernel $(\eta/\pi)/[(E-E')^2+\eta^2]$. Fold the integral about $E$ and use $(\eta/\pi)\int_0^\infty dx/(x^2+\eta^2)=\tfrac12$. Let $\bar w_i$ be the mean of the one-sided limits of $w_i$ at $E$, which exist because $w_i$ is piecewise cubic, and let $\delta^2(x)=w_i(E+x)+w_i(E-x)-2\bar w_i$. Then

$$A_i-\bar w_i=\frac\eta\pi\int_0^\infty\frac{\delta^2(x)}{x^2+\eta^2}\,dx.\tag{19}$$

The function $\delta^2$ is bounded and tends to zero at $x=0$. The part of (19) with $x<X$ is at most $\tfrac12\sup_{x<X}|\delta^2|$, and the rest is at most $\eta\sup|\delta^2|/(\pi X)$. Choosing $X$ small and then $\eta$ smaller proves $A_i\to\bar w_i$, which is $w_i(E)$ wherever $w_i$ is continuous.

For distinct energies (4) shows a continuous slope. At $\varepsilon_j$ a cubic term switches on or off, and at $\varepsilon_i$ the two forms differ by (12), which is $O((E-\varepsilon_i)^2)$. Then $\delta^2=O(x^2)$. Inserting $1/(x^2+\eta^2)=1/x^2-\eta^2/[x^2(x^2+\eta^2)]$ in (19) gives

$$c_i=\frac1\pi\int_0^\infty\frac{\delta^2(x)}{x^2}\,dx,\tag{20}$$

and a remainder $-\eta^2\,(\eta/\pi)\int_0^\infty(\delta^2/x^2)/(x^2+\eta^2)\,dx$. The argument just used, applied to the bounded function $\delta^2/x^2\to w_i''$, gives $-\eta^2w_i''/2$, with the mean of the one-sided second derivatives at a knot. Equations (15) and (20) are the coefficient of $\eta$ in the same function and are therefore equal.

Equation (20) explains the linear law. The kernel falls only as $\eta/(\pi x^2)$, so its second moment diverges and a local Taylor expansion of $w_i$ under the integral is not permitted. The first-order term collects $\delta^2$ from all distances. Beyond the farthest corner, at distance $X$, $\delta^2=-2w_i(E)$, which contributes $-2w_i/(\pi X)$ to $c_i$: to first order the kernel puts the weight $2\eta/(\pi X)$ at distances beyond $X$, where $T$ has no states on either side. At the global maximum of $w_i$ one has $\delta^2\le0$ and $c_i<0$, and outside the energy range $\delta^2\ge0$ and $c_i>0$.

At a kink with slope jump $\Delta w'$ (right minus left), $\delta^2=\Delta w'\,x+O(x^2)$, and $\int_0^Xx\,dx/(x^2+\eta^2)=\tfrac12\ln(1+X^2/\eta^2)$, so

$$A_i-\bar w_i=\frac{\Delta w'}\pi\,\eta\ln\frac1\eta+O(\eta),\tag{21}$$

where the energy unit inside the logarithm affects only the $O(\eta)$ term. At a jump $\Delta w$ the limit is $\bar w_i$, and (21) holds when the one-sided slopes differ. The step also contributes $\Delta w\int_0^Xdx/(i\eta-x)=\Delta w\,[\mathrm{Log}(i\eta)-\mathrm{Log}(i\eta-X)]$ to (17), so $\mathrm{Re}\,r_i=\Delta w\ln\eta+O(1)$ diverges.

For complex $F_i$, (17) gives $I(z)=\int W(E')/(z-E')\,dE'$ with $W=\sum_iF_iw_i$ complex. The combination $[I(z^*)-I(z)]/2\pi i$ equals $\sum_iF_iA_i$, by $r_i(z^*)=r_i(z)^*$, and tends to $W$ wherever $W$ is continuous. The imaginary part of $I$ mixes in the real parts of the weights:

$$-\frac1\pi\,\mathrm{Im}\,I=\sum_i\mathrm{Re}F_i\,A_i-\frac1\pi\sum_i\mathrm{Im}F_i\,\mathrm{Re}\,r_i.\tag{22}$$

The statement that the imaginary part tends to the delta weights holds for the weights, and for $I$ when $F$ is real.

## What each derivation assumes

Both rest on linear $\varepsilon$ with real corner values and on linear $F$. Real energies keep $u$ off the cut of the logarithm in the first derivation and make surfaces of constant energy meaningful in the second. Neither says how well linear interpolation represents a band.

The first derivation asks for a fourth antiderivative of the integrand and nothing about the order of the energies. Equation (10) covers every degeneracy, including a flat tetrahedron, and (8) serves equally for the step function and the moments. The limit is taken term by term in a finite sum, which is legitimate at fixed corner energies and gives no control that is uniform as two of them approach each other. The rate rests on analytic continuation of the logarithms, checked separately at each kind of knot. The link to the delta weight is a separate application of (8).

The second derivation needs $\nabla\varepsilon\ne0$ for $w_i$ to be a function, an ordering of the energies with a case analysis, and distinct energies for the step from (4) to (3). Once (17) holds, the limit uses only the boundedness of $w_i$ and its one-sided limits, and the behaviour of $\delta^2$ at small $x$ decides which law holds, $\eta$ or $\eta\ln(1/\eta)$, while the coefficient $c_i$ depends on $\delta^2$ at all distances. This part is independent of linearity. The limit holds for any bounded spectral density with one-sided limits; (20) follows if in addition $\delta^2=O(x^2)$, and (21) follows if $\delta^2=\Delta w'\,x+O(x^2)$. A bounded piecewise cubic density, such as the sum over a mesh with no flat tetrahedron, meets one of these two conditions at every $E$. The second derivation yields the coefficients $\Delta w'/\pi$, $\bar w_i$ and $\Delta w$ directly, and it gives $c_i$ as an integral over $\delta^2$, whose sign is evident when $\delta^2$ keeps one sign, where the first derivation gives the closed form (15).

## Numbers for one tetrahedron

The model values are $\varepsilon_j=(-0.30,-0.10,0.05,0.30)$ Ha, $F=(1,2,-1,0.5)$ and $E=0$. The products are $P_j=(-0.042,\,0.012,\,-0.013125,\,0.060)$ Ha$^3$.

At $z=0.1i$ Ha, (3) for $i=1$ has four terms. With $u_1=0.3+0.1i$, $-u_1^2/P_1=(0.08+0.06i)/0.042=1.904762+1.428571i$. For $j=2$, $u_2^3=-0.002+0.002i$ is divided by $0.012\times0.20$ and multiplied by $\mathrm{Log}\,u_2-\mathrm{Log}\,u_1=-0.804719+0.463647i$, which gives $0.284226-1.056972i$. For $j=3$, $u_3^3=0.001375-0.00025i$ is divided by $-0.013125\times0.35$ and multiplied by $-1.039720+1.712693i$, which gives $0.218001-0.569226i$. For $j=4$, $u_4^3=-0.018+0.026i$ is divided by $0.060\times0.60$ and multiplied by $2.498091i$, which gives $-1.804177-1.249046i$. The sum is $r_1=0.60281-1.44667i$ Ha$^{-1}$, equal to the three-dimensional quadrature of (1). The four weights give $I=1.105363-3.861928i$ Ha$^{-1}$.

For (4), $|E-\varepsilon_j|^3/P_j=(-0.642857,\,0.083333,\,-0.009524,\,0.450000)$, and corners 1 and 2 lie below $E$. In Ha$^{-1}$,

$$w_1=\frac{-0.009524}{0.35}+\frac{0.45}{0.60}=0.72279,\qquad w_2=\frac{-0.009524}{0.15}+\frac{0.45}{0.40}=1.06151,$$

$$w_3=\frac{-0.642857}{-0.35}+\frac{0.083333}{-0.15}=1.28118,\qquad w_4=\frac{-0.642857}{-0.60}+\frac{0.083333}{-0.40}=0.86310,$$

in agreement with plane cuts of an irregular tetrahedron. The sum is $3.928571$ Ha$^{-1}$, or $0.144372$ eV$^{-1}$, and $\sum_iF_iw_i=1.996173$ Ha$^{-1}$.

Equation (15) gives $c_i=(-3.3808,-8.0572,-13.4265,-5.6566)$ Ha$^{-2}$, and $-w_3''/2=105.442$ Ha$^{-3}$. Equation (14) predicts $(A_3-w_3)/\eta=-13.4265+0.1054=-13.3211$ Ha$^{-2}$ at $\eta=10^{-3}$ Ha, against $-13.3216$ computed, and $-13.4160$ at $10^{-4}$ Ha, against $-13.4159$. These are the figures of the opening paragraph. At $\eta=10^{-3}$ Ha the shortfall is $1.0\%$ of $w_3$. At $\eta=0.1$ Ha, comparable with the corner spacings, the ratio is $-7.05$ Ha$^{-2}$ and the expansion no longer applies. The program tests (15) against (20), and (20) against the computed slope, at four energies, one of which is the double knot of corner 2.

With $F+i(1,0,0,-1)$ the spectral density is $1.996173-0.140306i$ Ha$^{-1}$, the imaginary part being $w_1-w_4$. With $\mathrm{Re}\,r_1=1.636347$ and $\mathrm{Re}\,r_4=-1.202865$ Ha$^{-1}$ on the axis, (22) gives $1.996173-(1.636347+1.202865)/\pi=1.092424$ Ha$^{-1}$.

For energies $(-0.2,0,0,0.3)$ Ha corner 2 has a triple knot at zero. Equation (18) gives $w_2=(E+0.2)^3/(0.2\cdot0.2\cdot0.5\cdot0.2)$ below zero and its mirror gives $(0.3-E)^3/(0.5\cdot0.3\cdot0.3\cdot0.3)$ above. Both equal $2$ Ha$^{-1}$ at zero, with slopes $3\cdot2/0.2$ and $-3\cdot2/0.3$, so $\Delta w'=-50$ Ha$^{-2}$ and $\Delta w'/\pi=-15.9155$ Ha$^{-2}$, the coefficient extracted from (10). For $(0,0,0,0.3)$ Ha, $w_1=(0.3-E)^3/0.3^4$ above zero jumps by $3.333333$ Ha$^{-1}$, which is also the computed $d\,\mathrm{Re}\,r_1/d\ln\eta$. At $\eta=10^{-8}$ Ha, $A_1=1.666665$ Ha$^{-1}$, about $2\times10^{-6}$ Ha$^{-1}$ below half the jump. Equation (21), with $\Delta w'=-3/0.3^2$ Ha$^{-2}$ and $\ln10^8\approx18$, gives a shortfall of that size.

At $z=100+i$ Ha, double-precision evaluation of (3) has a relative error of $5\times10^{-5}$ with respect to a 50-digit evaluation of (10), while (16) has $2\times10^{-16}$.

## Numbers for a whole zone

The model band is $\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)$ with $t=0.1$ Ha. The zone averages $G_{000}$ and $G_{110}$ have $F=1$ and $F=\cos k_x\cos k_y$. Both integrands are even in each $k_\alpha$, so the octant $[0,\pi]^3$ suffices. It is divided into $M^3$ cubes of side $h=\pi/M$, and each cube into six tetrahedra whose corners follow a path of three unit steps along the axes. The energy rises strictly at each step, since the cosine decreases on $[0,\pi]$, so every tetrahedron has distinct energies and (3) applies.

The reference values come from $1/(z-\varepsilon)=-i\int_0^\infty e^{i(z-\varepsilon)\tau}d\tau$, valid for $\eta>0$. The average over each $k_\alpha$ factorizes, with $\langle e^{ix\cos k}\rangle=J_0(x)$ and $\langle\cos k\,e^{ix\cos k}\rangle=-i\,dJ_0/dx=iJ_1(x)$ at $x=2t\tau$:

$$G_{000}=-i\int_0^\infty e^{iz\tau}J_0^3\,d\tau,\qquad G_{110}=-i\int_0^\infty e^{iz\tau}(iJ_1)^2J_0\,d\tau.$$

At $z=-0.3+0.1i$ Ha these are $-2.087116-2.270534i$ and $0.470182-0.089503i$ Ha$^{-1}$. The absolute errors of the tetrahedron sums for $M=8,16,32$ are $2.52\times10^{-2}$, $6.31\times10^{-3}$, $1.58\times10^{-3}$ Ha$^{-1}$ for $G_{000}$ and $3.30\times10^{-2}$, $8.27\times10^{-3}$, $2.07\times10^{-3}$ Ha$^{-1}$ for $G_{110}$. Linear interpolation of a smooth function errs by $O(h^2)$, and $|(z-a)^{-1}-(z-b)^{-1}|\le|a-b|/\eta^2$ for real $a,b$, so at fixed $\eta$ the error is bounded by a constant times $h^2$. The ratios $4.000$ and $3.997$ between $M=16$ and $32$ show that this order is attained here. The bound grows as $\eta^{-2}$ and says nothing about the real axis.

On the axis the reference is a reduced integral. With $c=\cos k_x$, $d=\cos k_y$, $\vartheta=k_z$ and $\sigma=-E/2t-\cos\vartheta$, one has $E-\varepsilon=2t(c+d-\sigma)$, and the average over $k_x$ has the measure $dc/(\pi\sqrt{1-c^2})$, likewise for $d$. The delta function sets $d=\sigma-c$ and gives $1/2t$:

$$\rho_F(E)=\frac1\pi\int d\vartheta\,\frac1{2t\pi^2}\int_{\sigma-1}^1\frac{F\,dc}{\sqrt{(1-c^2)(1-d^2)}},\qquad0<\sigma<2.$$

This form holds for $-6t<E<-2t$, where $\sigma$ is never negative. At $E=-0.3$ Ha it gives $\rho_{000}=0.737754$ and $\rho_{110}=0.107318$ Ha$^{-1}$. The delta weights (4) at $M=32$ give $0.737694$ and $0.107796$ Ha$^{-1}$, off by $0.008\%$ and $0.45\%$ of the exact values. The first figure is not typical of meshes of this size. On the axis the error of $\rho_{000}$ does not fall monotonically with $M$: it is $0.12\%$, $0.075\%$, $0.008\%$, $0.030\%$ and $0.002\%$ for $M=24,30,32,48,64$. The error of $\rho_{110}$ falls smoothly as $h^2$, from $1.8\%$ at $M=16$ to $0.11\%$ at $M=64$. The density of states per spin and cell is $0.027110$ eV$^{-1}$ on the mesh and $0.027112$ eV$^{-1}$ exactly.

On this mesh $-\mathrm{Im}\,G_{000}/\pi$ is $0.742955$, $0.738284$, $0.737754$ Ha$^{-1}$ for $\eta=10^{-2},10^{-3},10^{-4}$ Ha, and it approaches the mesh value $0.737694$ linearly from above. The corresponding $-\mathrm{Im}\,G_{110}/\pi$ is $0.095660$, $0.106531$, $0.107669$ Ha$^{-1}$ and approaches $0.107796$ from below. The last figure for $G_{000}$ matches the exact $\rho_{000}$ to six digits. This is an accident of the chosen $M$ and $\eta$: the broadening term of $+6\times10^{-5}$ Ha$^{-1}$ cancels the mesh error of $-6\times10^{-5}$ Ha$^{-1}$, and the limit $\eta\to0$ at this $M$ is the mesh value.

A plain weighted sum of $1/(z-\varepsilon_{\mathbf k})$ over the same mesh points has the structure of the flat-tetrahedron case $r_i=1/(4u)$. It is a finite set of Lorentzians, and as $\eta\to0$ its imaginary part tends to zero at every $E$ that is not a mesh energy. At $\eta=10^{-4}$ Ha, over nine energies from $-0.34$ to $-0.26$ Ha, its root-mean-square error relative to the exact density of states is $0.447$ at $M=32$, and that of the tetrahedron sum is $2.62\times10^{-4}$. The first figure changes erratically with the mesh ($0.73$ at $M=28$, $0.59$ at $M=36$). The second contains a partial cancellation of mesh error and broadening; the delta weights alone give $3.3\times10^{-4}$. The program that computes these numbers and its output are printed below.

## Computed values

```
(a) e_i [Ha]: -0.30 -0.10 +0.05 +0.30   F_i [1]: +1.0 +2.0 -1.0 +0.5
E [Ha] = 0.0  z [Ha] = +0.000000+0.100000i
j=1 u [Ha] +0.300000+0.100000i Log u -1.151293+0.321751i P [Ha^3] -0.042000
j=2 u [Ha] +0.100000+0.100000i Log u -1.956012+0.785398i P [Ha^3] +0.012000
j=3 u [Ha] -0.050000+0.100000i Log u -2.191013+2.034444i P [Ha^3] -0.013125
j=4 u [Ha] -0.300000+0.100000i Log u -1.151293+2.819842i P [Ha^3] +0.060000
r_1 [1/Ha] closed +0.602812-1.446673i quadrature +0.602812-1.446673i
r_2 [1/Ha] closed +0.357497-1.725645i quadrature +0.357497-1.725645i
r_3 [1/Ha] closed -0.004785-1.809355i quadrature -0.004785-1.809355i
r_4 [1/Ha] closed -0.434454-1.546639i quadrature -0.434454-1.546639i
sum r [1/Ha] +0.521070-6.528313i  sum F r [1/Ha] +1.105363-3.861928i
|E-e_j|^3/P_j [1]: -0.642857 +0.083333 -0.009524 +0.450000
w_i formula [1/Ha]: +0.722789 +1.061508 +1.281179 +0.863095
w_i plane cut [1/Ha]: +0.722789 +1.061508 +1.281179 +0.863095
sum w = 3.928571 1/Ha = 0.144372 1/eV; sum F w = 1.996173 1/Ha
c_i [1/Ha^2]: -3.3808 -8.0572 -13.4265 -5.6566
-w_i''/2 [1/Ha^3]: +7.653 +38.690 +105.442 +26.786
eta 1e-01 Ha A_i [1/Ha]: +0.460490 +0.549290 +0.575936 +0.492310
   (A_i-w_i)/eta [1/Ha^2]: -2.6230 -5.1222 -7.0524 -3.7078
eta 1e-02 Ha A_i [1/Ha]: +0.689750 +0.984708 +1.156930 +0.809124
   (A_i-w_i)/eta [1/Ha^2]: -3.3040 -7.6800 -12.4249 -5.3971
eta 1e-03 Ha A_i [1/Ha]: +0.719416 +1.053489 +1.267858 +0.857465
   (A_i-w_i)/eta [1/Ha^2]: -3.3732 -8.0186 -13.3216 -5.6299
eta 1e-04 Ha A_i [1/Ha]: +0.722451 +1.060703 +1.279838 +0.862530
   (A_i-w_i)/eta [1/Ha^2]: -3.3801 -8.0533 -13.4159 -5.6540
Re r_i(E+i0) [1/Ha]: +1.636347 +1.417972 -0.128786 -1.202865
F+i(1,0,0,-1): sum F w +1.996173-0.140306i, -Im I/pi +1.092424 [1/Ha]
triple knot e [Ha] -0.2 +0.0 +0.0 +0.3 w_2(0) 2.000000 1/Ha, slope jump -50.0000 1/Ha^2
  eta ln(1/eta) coefficient -15.9155, jump/pi -15.9155 [1/Ha^2]
fourfold knot e [Ha] +0.0 +0.0 +0.0 +0.3 jump of w_1 3.333333 1/Ha
  A_1(0, eta=1e-8 Ha) 1.666665, dRe r_1/dln eta 3.333333 [1/Ha]
z=100+1i Ha, double precision rel. error: closed 5e-05, series 2e-16
(b) t = 0.1 Ha, z = -0.300000+0.100000i Ha; M = intervals on [0,pi]
Bessel G000, G110 [1/Ha]: -2.087116-2.270534i +0.470182-0.089503i
M=8 (3072 tets) G000 -2.112249-2.268202i G110 +0.443246-0.108560i [1/Ha]
   |error| [1/Ha]: 2.52e-02 3.30e-02
M=16 (24576 tets) G000 -2.093401-2.269974i G110 +0.463456-0.094317i [1/Ha]
   |error| [1/Ha]: 6.31e-03 8.27e-03
M=32 (196608 tets) G000 -2.088687-2.270395i G110 +0.468501-0.090710i [1/Ha]
   |error| [1/Ha]: 1.58e-03 2.07e-03
error ratio M=16/M=32 [1]: 4.000 3.997
M=32 E=-0.3 eta 1e-02 Ha: -Im G000/pi, -Im G110/pi [1/Ha] +0.742955 +0.095660
M=32 E=-0.3 eta 1e-03 Ha: -Im G000/pi, -Im G110/pi [1/Ha] +0.738284 +0.106531
M=32 E=-0.3 eta 1e-04 Ha: -Im G000/pi, -Im G110/pi [1/Ha] +0.737754 +0.107669
delta weights rho000, rho110 [1/Ha]: +0.737694 +0.107796
exact rho000, rho110 [1/Ha]: +0.737754 +0.107318
rho000 per spin per cell: mesh 0.027110, exact 0.027112 1/eV
9 energies in [-0.34,-0.26] Ha, eta 1e-4 Ha, M=32, rms rel. DOS error [1]:
   tetrahedra 2.62e-04, plain k-sum 4.47e-01
1 Ha = 27.211386 eV
```
